# Steady polarization of implanted lithium-8 under spin-lattice relaxation

## Problem

A beam of spin-polarized lithium-8 ions enters a solid at a constant rate \(R\). Each ion arrives with polarization \(P_0\), where polarization means \(\langle I_z\rangle/I\) along the applied field and \(I=2\) is the nuclear spin. The nucleus decays by beta emission with mean lifetime \(\tau=1.21\) s. Until it decays, spin-lattice relaxation reduces its polarization as

\[
p(t)=P_0e^{-t/T_1},\qquad T_1=2\ \text{s},
\]

where \(t\) is the time since that ion arrived, not the time since the beam was switched on.

Show that, after the beam has been on for many lifetimes, the beta counts report a polarization of about 62 percent of \(P_0\). Find how long the beam must be on, and how the answer changes when relaxation is not a single exponential.

The decay probability is taken to be independent of age and spin direction. No radio-frequency field is applied, and the thermal equilibrium polarization is first set to zero. Seconds are the natural unit here.

## A first estimate by scaling

Two times enter, so the ratio of steady to initial polarization can depend only on

\[
r=\frac{\tau}{T_1}=\frac{1.21}{2.00}=0.605 .
\]

Two limits are easy to see. If \(r\ll1\), nuclei decay before they relax. A nucleus of age \(t\) has lost a fraction \(t/T_1\) of its polarization, and a typical age is \(\tau\), so the ratio is about \(1-r\). If \(r\gg1\), appreciable polarization remains on ions that arrived within roughly the last \(T_1\). They number about \(RT_1\) out of \(R\tau\) living nuclei, so the ratio is about \(1/r\).

Neither limit applies at \(r=0.605\): the first gives 0.395 and the second gives 1.65, which is impossible for a surviving fraction. A simple estimate between them assigns every nucleus the age \(\tau\):

\[
\left(\frac{P}{P_0}\right)_{\text{est}}=e^{-\tau/T_1}=e^{-0.605}=0.546 .
\]

About half the polarization should survive. The estimate replaces a distribution of ages by one age, and the exact solution must restore that distribution.

## Exact solution

### The ages of the nuclei

In steady operation, \(R\,dt\) ions arrived between \(t\) and \(t+dt\) ago. A fraction \(e^{-t/\tau}\) of them is still alive. The total number alive is

\[
N=\int_0^\infty Re^{-t/\tau}\,dt=R\tau .
\]

Dividing by \(N\) gives the normalized age density

\[
g(t)=\frac{Re^{-t/\tau}}{R\tau}=\frac{1}{\tau}e^{-t/\tau}.
\]

Its mean is \(\tau\), but it is broad and largest at \(t=0\).

A detector sees decaying nuclei, so their age density is needed too. Each living nucleus decays at the same rate \(1/\tau\). The decay rate from ages between \(t\) and \(t+dt\) is therefore \(N g(t)\,dt/\tau\), and the total decay rate is \(N/\tau\). Their quotient is again \(g(t)\,dt\). Decaying and living nuclei thus have the same average polarization.

### The average

Weighting the polarization at each age by \(g(t)\) gives

\[
P_{\rm ss}=\int_0^\infty g(t)\,P_0e^{-t/T_1}\,dt
=\frac{P_0}{\tau}\int_0^\infty
\exp\!\left[-t\left(\frac1\tau+\frac1{T_1}\right)\right]dt .
\]

Define the combined time \(\tau'\) by adding the two rates:

\[
\frac1{\tau'}=\frac1\tau+\frac1{T_1},
\qquad
\tau'=\frac{\tau T_1}{\tau+T_1}.
\]

The integral equals \(\tau'\), so

\[
\boxed{\frac{P_{\rm ss}}{P_0}=\frac{\tau'}{\tau}
=\frac{T_1}{T_1+\tau}=\frac1{1+r}}
\]

For the given times,

\[
\frac{P_{\rm ss}}{P_0}=\frac{2.00}{2.00+1.21}=0.623,
\]

which is the required 62 percent. Equivalently, \(\tau'=0.754\) s and \(0.754/1.21=0.623\).

The result can be read as a competition between two random events. If relaxation is pictured as an event of rate \(1/T_1\) that randomizes the spin, then \((1/\tau)/(1/\tau+1/T_1)\) is the probability that decay comes first. This is the same fraction.

The lifetime in the formula is the mean lifetime. The half-life is \(\tau\ln2=0.839\) s; inserting it in place of \(\tau\) would give 0.705.

### Switching on the beam

Let \(N(t)\) now be the number alive a time \(t\) after switch-on, and let \(M=NP\) be their summed polarization. Arrival adds to both quantities, decay removes from both, and relaxation reduces \(M\) alone:

\[
\frac{dN}{dt}=R-\frac N\tau,\qquad
\frac{dM}{dt}=RP_0-\frac M\tau-\frac M{T_1}
=RP_0-\frac M{\tau'} .
\]

Starting from an empty sample, \(N(0)=M(0)=0\), the solutions are

\[
N=R\tau(1-e^{-t/\tau}),\qquad
M=RP_0\tau'(1-e^{-t/\tau'}).
\]

Their ratio is

\[
\frac{P(t)}{P_0}=\frac{\tau'}{\tau}\,
\frac{1-e^{-t/\tau'}}{1-e^{-t/\tau}} .
\]

For small \(t\), the two brackets become \(t/\tau'\) and \(t/\tau\), and \(P/P_0\to1\): all ions present are fresh. For large \(t\), both brackets tend to one and the steady result returns. Since \(\tau'<\tau\), the slower correction comes from the denominator, so the late excess is approximately \((\tau'/\tau)e^{-t/\tau}\).

The ratio is 0.814 after 1 s, 0.644 after 4 s and 0.6232 after 10 s. At 10 s the excess over the steady value is \(1.6\times10^{-4}\). By the late-time formula, the excess falls below one percent of the steady value when \(e^{-t/\tau}<0.01\), that is, after \(t=\tau\ln100=5.6\) s; the full expression crosses one percent slightly earlier, at 5.5 s. A measurement that includes the first few seconds would report too high a steady polarization.

### From polarization to counts

For beta emission at angle \(\theta\) to the polarization axis, the intensity is proportional to \(1+AP\cos\theta\), with \(A\) the asymmetry parameter. Small detectors at \(0\) and \(\pi\) count \(F\propto1+AP\) and \(B\propto1-AP\), so

\[
\frac{F-B}{F+B}=\frac{(1+AP)-(1-AP)}{(1+AP)+(1-AP)}=AP .
\]

With the rough values \(P_0=0.70\) and \(A=-1/3\), the steady polarization is \(0.70\times0.623=0.436\), and the count asymmetry is \(-0.333\times0.436=-0.145\). The ratio to the initial asymmetry contains neither \(A\) nor \(P_0\).

A random simulation tested the equality of the averages. Four million ions arrived uniformly over 30 s, with random lifetimes and spin-randomizing events. Each spin was represented by two values, up and down, which is enough to reproduce the mean polarization and the count asymmetry. Nuclei alive at 25 s gave \(P/P_0=0.624\pm0.004\). Those decaying between 20 and 30 s gave \(0.6209\pm0.0012\), and their simulated beta counts gave \(0.6175\pm0.0037\). The quoted errors omit the factor \(\sqrt{1-P^2}\) and are slightly too large. With that factor, the last two values lie below 0.6231 by about 1.9 and 1.5 standard errors, within the four allowed by the test. They use the same decays and are not independent.

## Comparison of estimate and exact result

The estimate 0.546 is 12 percent below the exact 0.623, relative to the exact value. The sign follows from the convexity of \(e^{-t/T_1}\): the average of a convex function over a spread of ages exceeds its value at the mean age. Young nuclei gain more than old nuclei lose.

For small \(r\),

\[
e^{-r}=1-r+\frac{r^2}{2}-\cdots,\qquad
\frac1{1+r}=1-r+r^2-\cdots .
\]

Both agree with the first scaling limit, and they differ first by \(r^2/2\). To leading order in \(r\), this difference is the variance of the ages, \(\tau^2\), multiplied by half the second derivative of the decay curve at the mean age, \(e^{-r}/(2T_1^2)\approx1/(2T_1^2)\). At \(r=0.605\) this leading term is 0.18, while the actual difference is 0.077, so higher terms matter.

For large \(r\) the estimate fails in kind. It falls exponentially, whereas the exact result approaches \(1/r\), the second scaling limit. Continuous implantation keeps supplying fresh ions, which an estimate with one age omits.

The exact formula also shows when a small fractional change in \(T_1\) produces the largest absolute change in the steady polarization. Write \(s=P_{\rm ss}/P_0=1/(1+r)\). At fixed \(\tau\), \(dr/d\ln T_1=-r\), and hence

\[
\frac{ds}{d\ln T_1}=\frac{r}{(1+r)^2}=s(1-s).
\]

This is largest at \(s=1/2\), where \(T_1=\tau\). The response falls toward zero when \(T_1\) is much shorter or much longer than the lifetime. Measured relative to \(P_{\rm ss}\) itself, the response is \(1-s\), which instead grows as \(T_1\) becomes shorter.

## When relaxation has more than one time

For any relaxation curve \(f(t)\) with \(f(0)=1\), the age average becomes

\[
\frac{P_{\rm ss}}{P_0}=\frac1\tau\int_0^\infty e^{-t/\tau}f(t)\,dt .
\]

In the two cases below, the time at which \(f=1/e\) is held at 2 s, so the changes are due to the shape of the curve.

### Quadrupolar relaxation of spin 2

Lithium-8 has an electric quadrupole moment, and a moving ion feels a fluctuating electric field gradient. In a model with isotropic fluctuations of correlation time \(\tau_c\), transitions with \(|\Delta m|=1\) and \(2\) sample the spectral densities \(J_1\) and \(J_2\) at \(\omega\) and \(2\omega\):

\[
J_q\propto\frac1{1+(q\omega\tau_c)^2}.
\]

The rates are proportional to the squared matrix elements of \((I_zI_++I_+I_z)/2\) and \(I_+^2/2\). Up to a common factor, they are

\[
\begin{aligned}
W_{2,1}&=9J_1, & W_{1,0}&=\tfrac32J_1,\\
W_{2,0}&=6J_2, & W_{1,-1}&=9J_2,
\end{aligned}
\]

with the same values when all signs of \(m\) are reversed. Let \(a=p_2-p_{-2}\) and \(b=p_1-p_{-1}\) be population differences. Gains from \(m=0\) cancel in them. A transition between \(m=1\) and \(m=-1\) changes \(b\) by two units, which doubles its rate. Therefore

\[
\begin{aligned}
\dot a&=-(9J_1+6J_2)a+9J_1b,\\
\dot b&=9J_1a-\left(\tfrac{21}{2}J_1+18J_2\right)b .
\end{aligned}
\]

The polarization is \(P=(2a+b)/2=a+b/2\). Adding half the second equation to the first gives

\[
\dot P=-\left(\tfrac92J_1+6J_2\right)a
+\left(\tfrac{15}{4}J_1-9J_2\right)b .
\]

For fast motion, \(\omega\tau_c\ll1\), the densities are equal, \(J_1=J_2=J\), and

\[
\dot P=-\tfrac{21}{2}J\left(a+\tfrac b2\right)=-\tfrac{21}{2}JP .
\]

Relaxation is then a single exponential, and 0.623 stands. For slow motion \(J_1\ne J_2\), and two exponentials appear. With \(\omega\tau_c=10\) and initial populations of the form \(p_m\propto e^{\beta m}\), with \(\beta\) fixed by \(P_0=0.70\), their times are 2.144 s and 0.340 s, with weights 0.935 and 0.065. Applying the steady formula to each component gives

\[
0.935\,\frac{2.144}{2.144+1.21}
+0.065\,\frac{0.340}{0.340+1.21}=0.612 .
\]

The shift is \(-0.011\) in \(P_{\rm ss}/P_0\). Its size and sign depend on the initial populations. At the same \(P_0\), populations of 0.76 in \(m=2\) and 0.06 in each other level give \(-0.022\), while 0.4 in \(m=2\) and 0.6 in \(m=1\) give \(+0.014\). Still slower motion changes little at fixed \(1/e\) time: \(J_1/J_2=401/101=3.97\) is already close to its limit of 4.

### A broad spread of relaxation times

As an illustration of a disordered conductor, take the stretched exponential \(f=e^{-\sqrt{t/T_1}}\). Put \(t=\tau v^2\) and \(k=\sqrt{\tau/T_1}=0.778\). Then

\[
\frac{P_{\rm ss}}{P_0}=\int_0^\infty2v\,e^{-v^2-kv}\,dv .
\]

Write \(2v=(2v+k)-k\). The first part integrates to one, because its integrand is the derivative of \(-e^{-v^2-kv}\). Completing the square in the second gives

\[
\frac{P_{\rm ss}}{P_0}
=1-\frac{k\sqrt\pi}{2}\,e^{k^2/4}\,
\operatorname{erfc}\!\left(\frac k2\right)=0.533 .
\]

The stretched curve lies below the single exponential for \(t<T_1\) and above it afterwards. Decay weights the early deficit more heavily, and the result falls by 0.090. If 0.533 were interpreted with the single-exponential formula, the inferred time would be \(\tau s/(1-s)=1.21\times0.533/0.467=1.38\) s instead of the 2 s at which the curve reaches \(1/e\).

## Conditions in a real conductor

Consider rough conditions for high-field beta-detected resonance in a lithium-conducting oxide: 6.55 T, 300 K, an implantation depth \(d=100\) nm and a diffusion coefficient \(D=10^{-12}\ \text{cm}^2/\text{s}\). The relaxation time is the one given in the problem, not a prediction for a particular oxide. With a hop length near 3 Å, this \(D\) implies \(\tau_c\approx10^{-4}\) s and \(\omega\tau_c\approx4\times10^{4}\), so relaxation driven by lithium hopping would be in the slow-motion regime, where the quadrupolar model above is not a single exponential.

If relaxation leads to a thermal polarization \(P_{\rm eq}\), the loss term \(-M/T_1\) becomes \(-(M-NP_{\rm eq})/T_1\). Setting \(dM/dt=0\) with \(N=R\tau\) and dividing by \(R\tau\) gives

\[
P_{\rm ss}=\frac{P_0T_1+P_{\rm eq}\tau}{T_1+\tau}.
\]

At high temperature, \(P_{\rm eq}=(I+1)h\nu/(3k_BT)=h\nu/(k_BT)\) for \(I=2\). The Larmor frequency, about 41 MHz, gives \(P_{\rm eq}=6.6\times10^{-6}\), which shifts \(P_{\rm ss}/P_0\) by about \(4\times10^{-6}\) when both polarizations have the same sign.

Diffusion matters here if the surface depolarizes the ion. The probability \(h(x)\) of reaching the surface from depth \(x\) before decay obeys \(Dh''=h/\tau\), with \(h(0)=1\) and \(h(\infty)=0\). Hence \(h(d)=e^{-d/\sqrt{D\tau}}\). With \(\sqrt{D\tau}=11.0\) nm, this is \(1.1\times10^{-4}\), an upper bound on the loss in \(P_{\rm ss}/P_0\) if the surface erases polarization without reversing it. The estimate uses one stopping depth; shallower ions reach the surface more often. A Gaussian spread of 30 nm (standard deviation) about the same mean depth raises the average probability to about \(3\times10^{-3}\). In a fast conductor with \(D\) near \(10^{-8}\ \text{cm}^2/\text{s}\), the diffusion length would be about 1.1 µm, and 91 percent of the ions stopped at 100 nm would reach the surface before decaying. Polarization is lost at the surface only by ions that arrive before both decay and relaxation, which happens with probability \(e^{-d/\sqrt{D\tau'}}\). Hence \(P_{\rm ss}/P_0=s\,(1-e^{-d/\sqrt{D\tau'}})\), which for this fast conductor is only 0.068.

For the slow diffusion assumed here, \(D=10^{-12}\ \text{cm}^2/\text{s}\), the assumed spread of relaxation times is the largest of the effects evaluated: it moves the answer from 62 to 53 percent. With a depolarizing surface and a depth of 100 nm, surface loss becomes the larger effect once \(D\) exceeds about \(3.5\times10^{-11}\ \text{cm}^2/\text{s}\). The stretched and quadrupolar curves are illustrations, not predictions for the oxide conditions above. The 62 percent therefore rests on the two given times, on single-exponential relaxation, and on the ions not diffusing to a depolarizing surface before they decay.

## Table of computed values

```
mean lifetime tau                      1.21 s
relaxation time T1                     2.00 s
effective time tau'                    0.7539 s
steady P/P0, formula                   0.6231
steady P/P0, age quadrature            0.6231
steady P/P0, rate equations at 40 s    0.6231
simulation, living nuclei   0.6239 +- 0.0036
simulation, decaying nuclei 0.6209 +- 0.0012
simulation, beta counts     0.6175 +- 0.0037
initial polarization P0 (rough)        0.70
steady polarization P_ss               0.436
beta asymmetry parameter (rough)       -0.333
steady count asymmetry, formula  -0.1454
P/P0 after beam on for    1 s          0.8138
P/P0 after beam on for    4 s          0.6436
P/P0 after beam on for   10 s          0.6232
wrong: decay at the mean age           0.5461
half-life                              0.839 s
wrong: half-life used as lifetime      0.7045
field                                  6.55 T
temperature                            300 K
magnetic moment (rough)      1.65 nuclear magnetons
Larmor frequency                       41.2 MHz
thermal polarization P_eq              6.59e-06
slow motion: omega*tau_c               10
  mode time 2.144 s, weight 0.9347
  mode time 0.340 s, weight 0.0653
steady P/P0, fast quadrupolar motion   0.6231
steady P/P0, slow quadrupolar motion   0.6118
steady P/P0, stretched exponential     0.5330
implantation depth (rough)             100 nm
diffusion coefficient (rough)          1e-12 cm2/s
diffusion length sqrt(D tau)           11.0 nm
probability to reach the surface       1.13e-04
shifts of P/P0 from neglected effects:
  thermal polarization           +3.55e-06
  beam on for only 10 s          +1.59e-04
  slow quadrupolar relaxation    -1.13e-02
  stretched exponential          -9.00e-02
  surface loss (upper bound)     -1.13e-04
largest of these: stretched exponential
```
